# Golden-ratio soft-mode gap of a critical two-dimensional large-N quantum paraelectric

## Definitions and conventions

A layer carries a polar displacement with $N$ components, $x_a(\mathbf r,t)$, $a=1,\dots,N$, and $x^2=\sum_a x_a^2$. Its Lagrangian per area is

$$
\mathcal L=\frac{\rho}{2}\sum_a\left[\dot x_a^2-c^2(\nabla x_a)^2\right]-\frac{r_0}{2}x^2-\frac{u}{4N}(x^2)^2 .
$$

Here $\rho$ is the inertia per area, $c$ the soft-mode velocity, $r_0$ the bare stiffness and $u>0$ the quartic coupling. The factor $1/N$ keeps the quartic force on one component finite as $N\to\infty$ at fixed $\rho,c,r_0,u$. All forces are short-range: the Lagrangian contains no dipolar interaction.

Wavevectors $k$ fill a disc $k<\Lambda$, $k_B$ is Boltzmann's constant, and

$$
G=\langle x_a^2\rangle,\qquad \Delta=\hbar\Omega,\qquad y=\frac{\Delta}{k_BT},
$$

where $\Omega$ is the soft-mode frequency at $k=0$. The limit $N\to\infty$ is taken first. "Tuned to criticality" means that $r_0$ has the value $r_{0c}$ at which the gap $\Delta$ closes at $T=0$; this value is then held fixed as $T$ rises.

## Stage 1: one site

Drop the space dependence and let the inertia be a mass $M$. The quartic term couples all components, but only through the sum $x^2$, whose relative fluctuation becomes small at large $N$. To use this, work in imaginary time $\tau$ with weight $e^{-S/\hbar}$ and introduce an auxiliary variable $\lambda(\tau)$. Completing the square gives

$$
\frac{N\lambda^2}{4u}+\frac{i\lambda x^2}{2}
=\frac{N}{4u}\left(\lambda+\frac{iu x^2}{N}\right)^2+\frac{u}{4N}(x^2)^2 .
$$

Integrating over $\lambda$ removes the square and returns the quartic term. If $\lambda$ is kept instead, the $x_a$ are $N$ identical Gaussian variables, and integrating them out leaves

$$
S_{\rm eff}=N\left\{\int d\tau\,\frac{\lambda^2}{4u}+\frac{\hbar}{2}\,{\rm Tr}\ln\left[-M\partial_\tau^2+r_0+i\lambda\right]\right\}.
$$

The prefactor $N$ makes the stationary point exact for $N\to\infty$. Put $i\lambda=\sigma$, constant in time. The first term becomes $-\sigma^2/4u$. The derivative of the second, per unit time, is $G/2$, because $\hbar$ times the inverse operator is the correlation function of $x_a$. Stationarity therefore reads $-\sigma/2u+G/2=0$, or $\sigma=uG$. Each component is an oscillator with

$$
M\Omega^2=r_0+uG. \tag{1}
$$

For an oscillator, half the mean energy is potential energy, so $M\Omega^2G=\hbar\Omega(n+\tfrac12)$ with $n=1/(e^y-1)$. Since $n+\tfrac12=\tfrac12\coth(y/2)$,

$$
G=\frac{\hbar}{2M\Omega}\coth\frac{\hbar\Omega}{2k_BT}. \tag{2}
$$

**Limits.** For $k_BT\gg\hbar\Omega$, $\coth z\to1/z$ gives $G=k_BT/M\Omega^2$, which is equipartition. For $T=0$, $G=\hbar/2M\Omega$. This diverges as $\Omega\to0$, so equation (1) has no solution with $\Omega=0$ at finite $r_0$: one site has no critical point.

**Finite N.** Take $\hbar=M=k_B=1$, $r_0=0.5$, $u=2$. The $N$-component oscillator can be diagonalized numerically in a radial oscillator basis, one angular momentum at a time, and the levels summed thermally with their degeneracies. At $T=1$, the exact $\langle x^2\rangle/N$ differs from the saddle value by $-3.1\%$, $-1.6\%$ and $-0.8\%$ for $N=16,32,64$. The first excitation energy at $T=0$ differs from the saddle $\Omega$ by $+2.4\%$, $+1.2\%$ and $+0.6\%$. All percentages are relative to the saddle. Each doubling of $N$ halves the error, as expected of a $1/N$ correction.

## Stage 2: the layer at zero temperature

In the layer the operator inside the trace becomes $-\rho\partial_\tau^2-\rho c^2\nabla^2+r_0+i\lambda$. A saddle uniform in space and time gives

$$
\rho\Omega^2=r_0+uG,\qquad \omega_k^2=\Omega^2+c^2k^2, \tag{3}
$$

$$
G(T,\Omega)=\int_{k<\Lambda}\frac{d^2k}{(2\pi)^2}\,\frac{\hbar}{2\rho\omega_k}\coth\frac{\hbar\omega_k}{2k_BT}. \tag{4}
$$

The correlation function of $x_a$ has a pole at the real frequency $\omega_k$. At $N=\infty$ the mode is therefore sharp, and $\Delta$ is a true excitation gap.

At $T=0$ the hyperbolic cotangent is 1. The angular integral gives $d^2k/(2\pi)^2=k\,dk/2\pi$, and differentiating $\omega^2=\Omega^2+c^2k^2$ gives $k\,dk=\omega\,d\omega/c^2$. The factor $\omega$ cancels the $1/\omega$ in (4):

$$
G(0,\Omega)=\frac{\hbar}{4\pi\rho c^2}\int_\Omega^{\omega_\Lambda}d\omega
=\frac{\hbar}{4\pi\rho c^2}(\omega_\Lambda-\Omega). \tag{5}
$$

Unlike the single site, this stays finite at $\Omega=0$, so a critical point exists. Setting $\Omega=0$ in (3) gives

$$
r_{0c}=-uG(0,0)=-\frac{u\hbar\Lambda}{4\pi\rho c}. \tag{6}
$$

The bare stiffness is negative. Zero-point motion, acting through the quartic term, holds the layer at the edge of the paraelectric state.

**Limit: slightly off criticality.** Let $r_0=r_{0c}+\delta r$ with $\delta r>0$, and call the zero-temperature gap $\Delta_0=\hbar\Omega_0$. Subtracting (6) and letting $\Lambda\to\infty$,

$$
\rho\Omega_0^2=\delta r-\frac{u\hbar\Omega_0}{4\pi\rho c^2}. \tag{7}
$$

The left side is negligible against the last term when $\hbar\Omega_0\ll\hbar^2u/(4\pi\rho^2c^2)$. This suggests the coupling temperature

$$
k_BT_u=\frac{\hbar^2u}{2\pi\rho^2c^2}. \tag{8}
$$

For $\Delta_0\ll k_BT_u/2$ the gap opens linearly, $\Delta_0=4\pi\rho c^2\,\delta r/u$. Dividing by (6) gives $\delta r/|r_{0c}|=\Delta_0/(\hbar c\Lambda)$.

## Stage 3: the critical layer at finite temperature

The same change of variable works with the hyperbolic cotangent in place. Since $\int\coth(b\omega)\,d\omega=b^{-1}\ln\sinh(b\omega)$ with $b=\hbar/2k_BT$,

$$
G(T,\Omega)=\frac{\hbar}{4\pi\rho c^2}\,\frac{2k_BT}{\hbar}
\left[\ln\sinh\frac{\hbar\omega_\Lambda}{2k_BT}-\ln\sinh\frac{\hbar\Omega}{2k_BT}\right].
$$

For $k_BT\ll\hbar c\Lambda$ the first logarithm is $\hbar\omega_\Lambda/2k_BT-\ln2$, up to exponentially small terms. Subtract $G(0,0)=\hbar\Lambda/4\pi\rho c$:

$$
G(T,\Omega)-G(0,0)=\frac{\hbar}{4\pi\rho c^2}
\left[\omega_\Lambda-c\Lambda-\frac{2k_BT}{\hbar}\ln\left(2\sinh\frac{y}{2}\right)\right]. \tag{9}
$$

Expanding the root gives $\omega_\Lambda-c\Lambda\simeq\Omega^2/(2c\Lambda)$. At $r_0=r_{0c}$, equation (3) is $\rho\Omega^2=u[G(T,\Omega)-G(0,0)]$. Multiply it by $2\pi\rho c^2/(uk_BT)$ and use $\Omega=yk_BT/\hbar$. The left side becomes

$$
\frac{2\pi\rho^2c^2}{uk_BT}\,\frac{y^2(k_BT)^2}{\hbar^2}=y^2\frac{T}{T_u},
$$

and the cutoff term becomes $\hbar\Omega^2/(4c\Lambda k_BT)=y^2k_BT/(4\hbar c\Lambda)$. Hence

$$
\ln\left(2\sinh\frac y2\right)=y^2\left[\frac{k_BT}{4\hbar c\Lambda}-\frac{T}{T_u}\right]. \tag{10}
$$

For $\Lambda\to\infty$ the left side rises from $-\infty$ to $+\infty$ as $y$ grows, while the right side falls from zero, so there is one root. The root cannot be $y=0$. For small $y$, (9) contains $(k_BT/2\pi\rho c^2)\ln(1/y)$: classical long-wave fluctuations would diverge if the gap closed. In this model, any $T>0$ opens a gap at the critical coupling.

**The universal limit.** When $k_BT\ll\hbar c\Lambda$ and $T\ll T_u$, the right side of (10) vanishes and $2\sinh(y/2)=1$. Put $s=e^{y/2}$:

$$
s-\frac1s=1\quad\Longrightarrow\quad s^2-s-1=0\quad\Longrightarrow\quad s=\frac{1+\sqrt5}{2}.
$$

The other root is negative and cannot equal an exponential. Therefore

$$
\boxed{\Delta=2k_BT\ln\frac{1+\sqrt5}{2}\simeq0.9624\,k_BT} \tag{11}
$$

The parameters $\rho$, $c$, $u$ and $\Lambda$ have all dropped out. Temperature is the one energy scale left, which makes $\Delta\propto T$; the condition $2\sinh(y/2)=1$ fixes the factor.

**What is being balanced.** In the universal limit the mean square displacement must keep its critical zero-temperature value, $G(T,\Omega)=G(0,0)$. Write $\coth(\hbar\omega/2k_BT)=1+2n(\omega)$. Opening a gap removes zero-point motion in proportion to $\Omega$, by (5), and thermal quanta must replace it:

$$
2\int_\Omega^\infty n(\omega)\,d\omega=\Omega .
$$

The integral gives $-2\ln(1-e^{-y})=y$, so $1-e^{-y}=e^{-y/2}$. Multiplication by $e^{y/2}$ returns $2\sinh(y/2)=1$. The occupation of the $k=0$ mode is $1/(s^2-1)=1/s\simeq0.618$, because $s^2-1=s$. The mode is thus neither classical ($n\gg1$) nor frozen ($n\ll1$).

The static response of $x_a$ to a uniform force per area is $1/\rho\Omega^2$. With (11) it varies as $T^{-2}$.

**Opposite limit: weak coupling.** Let $T_u\ll T$ while $k_BT\ll\hbar c\Lambda$ and $T_u\ll\hbar c\Lambda/k_B$, so that the cutoff term in (10) is still negligible. Then $y$ is small, $2\sinh(y/2)\simeq y$, and

$$
y^2=\frac{T_u}{T}\ln\frac1y\simeq\frac{T_u}{2T}\ln\frac{T}{T_u},
$$

where the last form is correct to leading logarithm. The gap is now well below $k_BT$ and depends on the coupling. The golden ratio belongs to $T\ll T_u$.

## Stage 4: corrections and detuning

Let $y_0=2\ln s$ and $y=y_0+\delta y$. The slope of the left side of (10) is $\tfrac12\coth(y_0/2)$. With $\sinh(y_0/2)=\tfrac12$, $\cosh(y_0/2)=\sqrt{1+\tfrac14}=\sqrt5/2$, so the hyperbolic cotangent is $\sqrt5$ and

$$
\delta y\simeq\frac{2y_0^2}{\sqrt5}\left[\frac{k_BT}{4\hbar c\Lambda}-\frac{T}{T_u}\right]. \tag{12}
$$

A finite coupling lowers $\Delta/k_BT$. The cutoff term raises it, but its coefficient belongs to a disc with linear dispersion.

Now detune to $\Delta_0>0$. Eliminating $\delta r$ between (7) and the finite-temperature equation, and neglecting $\rho(\Omega^2-\Omega_0^2)$ in the universal regime, gives

$$
2\sinh\frac{\Delta}{2k_BT}=e^{\Delta_0/2k_BT}. \tag{13}
$$

At $\Delta_0=0$ this is the critical result. For $k_BT\ll\Delta_0$ it is useful to write it as $\Delta=\Delta_0-2k_BT\ln(1-e^{-\Delta/k_BT})$, which gives $\Delta\simeq\Delta_0+2k_BTe^{-\Delta_0/k_BT}$: the gap is nearly constant. For $\Delta_0\ll k_BT$, linearizing as before gives $\delta y=(2/\sqrt5)(\Delta_0/2k_BT)=\Delta_0/(\sqrt5\,k_BT)$.

For $\delta r<0$ the same equation holds with $\Delta_0$ replaced by $-E$, where $E=4\pi\rho c^2|\delta r|/u$. When $k_BT\ll E$ it gives $\Delta\simeq k_BTe^{-E/2k_BT}$, small but not zero. The absence of a transition at $T>0$ is expected for isotropic models with $N\ge3$ but does not carry over to smaller $N$: with short-range forces, a one-component layer can order at $T>0$, and an isotropic two-component layer has a Kosterlitz-Thouless transition.

**A lattice instead of a disc.** Replace $c^2k^2$ by $(c^2/a^2)(4-2\cos k_xa-2\cos k_ya)$ on a square lattice of constant $a$, and set $\hbar=k_B=\rho=c=a=1$. The fluctuation integral can be evaluated by writing $1/(\omega_k^2+\omega_n^2)$, with $\omega_n=2\pi nT$, as an integral over decaying exponentials; the momentum integrals then become Bessel functions. With $u\to\infty$ and the lattice's own critical tuning, the root is

- $y=0.96171$ at $T=0.04$,
- $y=0.96198$ at $T=0.02$,
- $y=0.96218$ at $T=0.01$.

These values approach $0.96242$ from below, whereas the disc approaches it from above when $u\to\infty$. The limit is shared; the sign of the cutoff correction is not.

At $T=0.01$, lowering the coupling from infinity to $u=20$ shifts the lattice root by $-0.00258$; (12) with $T_u=u/2\pi$ predicts $-0.00260$. At the same temperature with $u\to\infty$, a detuning $\Delta_0=k_BT$ gives $y=1.5027$, against $1.5032$ from (13).

## Stage 5: numbers for a thin layer

Take a free layer two unit cells thick with $N=2$ in-plane components. The parameters are round and rough, in the regime of the SrTiO$_3$ soft mode: $\hbar c=5$ meV nm ($c=7.6$ km/s), cell edge $a=0.4$ nm, mode mass $m=24$ u and mode charge $7e$ per cell, and a quartic energy $bx^4/4$ per cell with $b=50$ eV/Å$^4=5\times10^8$ meV/nm$^4$.

The inertia is $\rho=2m/a^2$, so $\hbar^2/\rho=1.393\times10^{-4}$ meV nm$^4$. Two cells per area $a^2$ give $u/N=2b/a^2$, hence

$$
u=\frac{2\cdot2\cdot5\times10^8}{0.16}=1.25\times10^{10}\ \text{meV/nm}^6,
$$

$$
k_BT_u=\frac{(1.393\times10^{-4})^2(1.25\times10^{10})}{2\pi\cdot5^2}\ \text{meV}\simeq1.54\ \text{meV},
$$

or $T_u=17.9$ K. A disc with the area of the Brillouin zone has $\Lambda=2\sqrt\pi/a=8.86$ nm$^{-1}$, so $\hbar c\Lambda=44.3$ meV, equivalent to 514 K. Coupling, not cutoff, limits the universal regime here.

At the critical point the zero-point displacement per component, counting only motion uniform across the thickness, is

$$
\sqrt{\frac{\hbar\Lambda}{4\pi\rho c}}=\sqrt{\frac{1.393\times10^{-4}\cdot8.86}{4\pi\cdot5}}\ \text{nm}\simeq4.4\ \text{pm}.
$$

Multiplied by $7e/a^3$, this is an rms polarization of 7.8 μC/cm$^2$ per component, with zero mean. The out-of-phase motion of the two cells has zero-point fluctuations too. If the cells are coupled as stiffly as neighbours in the plane, these raise the local displacement to about 5.7 pm with the same disc cutoff; a square-lattice dispersion gives about 6.1 pm, so the displacement depends on the short-wave details.

At 1 K, $k_BT=0.0862$ meV, and (11) gives $\Delta=0.0829$ meV, or 20 GHz. The correlation length $\hbar c/\Delta$ is 60 nm. The first-order correction (12) is $\delta y=-0.046$. Solving the gap equation numerically with the momentum integral (4) gives $y=0.921$, which is 4.3% below the universal value. At 0.1, 5 and 10 K the same solution gives $0.958$, $0.811$ and $0.729$. The third digit depends on the short-wave details: with a square-lattice dispersion and the out-of-phase branch of the two cells included, the values at 1, 5 and 10 K become $0.920$, $0.808$ and $0.726$. The deviation reaches 5% at 1.2 K, so for these parameters, and with short-range forces only, the golden-ratio law is a law for about 1 K and below.

Tuning is also demanding. With the universal slope, a shift of 5% in $y$ at 1 K needs only $\Delta_0=0.05\,y_0\sqrt5\,k_BT=0.0093$ meV; the full gap equation at finite coupling gives 0.0097 meV. As a fraction of the $|r_{0c}|$ given by (6), this is $0.0093/44.3\simeq2\times10^{-4}$.

## Where a real layer departs from the model

Bulk SrTiO$_3$ is three-dimensional and not tuned to criticality: its soft-mode gap at low temperature is roughly 1 meV, far above the tolerance just found. A free two-cell layer at its critical point is therefore an assumed system. Its first thickness mode, at $\pi\hbar c/(2a)=19.6$ meV in a continuum estimate or $\sqrt2\,\hbar c/a=17.7$ meV for two cells coupled like neighbours in the plane, is far above $k_BT$ at 1 K, so its thermal motion can be treated as two-dimensional. The zero-point motion of the thickness mode shifts $r_{0c}$ but hardly changes $\Delta/k_BT$: it lowers $y$ by less than 0.001 at 1 K and by about 0.002 at 10 K. The short-range assumption is a more serious matter.

A longitudinal wave of displacement carries bound charge. Let $q=2\cdot7e/a^2$ be the mode charge per area. In Gaussian units a surface-charge wave of amplitude $\sigma_k$ has potential $2\pi\sigma_k/k$, and here $|\sigma_k|=kq|x_k|$. The energy per mode is $\tfrac12(2\pi/k)k^2q^2|x_k|^2$, so

$$
\rho\omega_L^2=\rho(\Omega^2+c^2k^2)+2\pi q^2k . \tag{14}
$$

This holds for wavelengths long compared with the thickness, without electrodes and with electronic screening neglected. At the thermal wavevector $k_BT/\hbar c=0.0172$ nm$^{-1}$ for 1 K, the added term alone corresponds to $\hbar\sqrt{2\pi q^2k/\rho}=12.9$ meV, about 150 times $k_BT$. Longitudinal motion at this wavevector is frozen out.

One can still solve the saddle equation with $G$ replaced by the average of its transverse and longitudinal values and with $r_0$ retuned to the new critical point. The numerical solution is $y=0.953$, $0.887$, $0.729$ and $0.632$ at 0.1, 1, 5 and 10 K. Here (14) is used up to the cutoff, beyond its range of validity; the dipolar term of a slab of finite thickness changes these values by at most $2\times10^{-4}$. At 1 K the dipolar force thus lowers the gap by about 4% relative to the short-range solution, and the deviation from the universal value reaches 5% already at about 0.6 K.

The pattern has a simple reading. If the longitudinal part of $G$ hardly changes with temperature, the average contains half the transverse change, and the equation becomes $\ln[2\sinh(y/2)]\simeq-2y^2T/T_u$, apart from the cutoff term. This is the short-range equation at twice the temperature. The solutions agree with this: $0.729$ at 5 K with dipolar forces, and $0.729$ at 10 K without them. As $T\to0$ the golden-ratio value is recovered.

That survival is a property of the saddle approximation. With one thermally active component left, there is no large number to justify the saddle, and the true coefficient for such a layer may differ. The $1/N$ corrections, the damping of the mode at finite $N$, the crystal anisotropy of the quartic energy and the coupling to strain, acoustic phonons and octahedral rotations have not been computed here. The number $0.9624$ is established for the short-range model at $N\to\infty$; for the layer it is an estimate without an error bar.
